# Coordinate scaling and the exponents of local kinetic and exchange functionals

**Question: why must a local $T_s$ go as $n^{5/3}$ and a local $E_x$ as $n^{4/3}$, and what happens in one and two dimensions?**

I can get the Thomas–Fermi kinetic energy $\int n^{5/3}$ and the Dirac exchange energy $\int n^{4/3}$ by filling a Fermi sphere. My exercise says that coordinate scaling alone fixes these two powers, with no uniform gas, and asks for the exponents in one and two dimensions. I am stuck in three places. I do not see why the exact $T_s[n]$ scales simply, since it is defined by a minimization. I do not see how an equality between integrals can fix an integrand. And when I try exchange in one dimension with $1/|x|$ I get infinity. What exactly can be proved?

**Answer**

"Scaling alone" needs two qualifications. Scaling fixes the exponent only after locality has been assumed, and it never fixes the prefactor. The exchange exponent also depends on the interaction, which is the source of your infinity.

### Definitions

Units are Hartree atomic units, the dimension is $d=1,2,3$, and the system is spin-unpolarized, with $N/2$ orthonormal spatial orbitals $\varphi_i$, each doubly occupied in a determinant $\Phi$. Then

$$n(\mathbf r)=2\sum_i|\varphi_i(\mathbf r)|^2,\qquad T[\Phi]=2\sum_i\frac12\int|\nabla\varphi_i|^2\,d^dr .$$

$T_s[n]$ is the minimum of $T[\Phi]$ over all determinants that yield $n$. I assume that the minimizer exists and is unique, since otherwise $E_x[n]$ would need a further convention. With the one-spin density matrix $\rho_\sigma(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')$ of the minimizer and a pair interaction $w$,

$$E_x[n]=-\frac12\sum_\sigma\iint|\rho_\sigma(\mathbf r,\mathbf r')|^2\,w(\mathbf r-\mathbf r')\,d^dr\,d^dr' .$$

The scaled density is $n_g(\mathbf r)=g^d\,n(g\mathbf r)$ with $g>0$, so $g>1$ compresses it. The substitution $\mathbf u=g\mathbf r$, $d^dr=g^{-d}d^du$, gives $\int n_g\,d^dr=\int n(\mathbf u)\,d^du=N$.

### Scaling of the exact functionals

Set $\varphi_{i,g}(\mathbf r)=g^{d/2}\varphi_i(g\mathbf r)$. The same substitution gives $\int\varphi_{i,g}^*\varphi_{j,g}\,d^dr=g^dg^{-d}\int\varphi_i^*\varphi_j\,d^du=\delta_{ij}$, and $2\sum_i|\varphi_{i,g}|^2=g^dn(g\mathbf r)=n_g$. So if $\Phi$ yields $n$, then $\Phi_g$ is a determinant that yields $n_g$. Scaling by $1/g$ undoes the map, so every determinant yielding $n_g$ is the image of exactly one determinant yielding $n$.

The chain rule gives $\nabla\varphi_{i,g}(\mathbf r)=g^{d/2}\,g\,(\nabla\varphi_i)(g\mathbf r)$, so

$$\int|\nabla\varphi_{i,g}|^2d^dr=g^{d}\,g^{2}\,g^{-d}\int|\nabla\varphi_i|^2d^du,\qquad T[\Phi_g]=g^2T[\Phi].$$

The two search sets are in one-to-one correspondence, and every value of $T$ is multiplied by the same positive number. The smallest value therefore stays the smallest:

$$T_s[n_g]=g^2\,T_s[n],$$

and the minimizer for $n_g$ is $\Phi_g$. If the orbitals solve $-\tfrac12\nabla^2\varphi+v\varphi=\varepsilon\varphi$, then $\nabla^2\varphi_g=g^2g^{d/2}(\nabla^2\varphi)(g\mathbf r)$ shows that $\varphi_g$ solves the same equation with potential $g^2v(g\mathbf r)$ and eigenvalue $g^2\varepsilon$. The order of the levels is kept, so a ground state maps to a ground state.

Because the minimizer is $\Phi_g$, the density matrix of $n_g$ is $g^d\rho_\sigma(g\mathbf r,g\mathbf r')$. Its square carries $g^{2d}$ and the two volume elements carry $g^{-2d}$, so only the interaction changes:

$$E_x[n_g]=-\frac12\sum_\sigma\iint|\rho_\sigma(\mathbf u,\mathbf u')|^2\,w\!\left(\frac{\mathbf u-\mathbf u'}{g}\right)d^du\,d^du' .$$

If $w$ is homogeneous of degree $-p$, meaning $w(\mathbf s/g)=g^pw(\mathbf s)$, then $E_x[n_g]=g^pE_x[n]$. The Coulomb interaction $1/s$ has $p=1$. So does the contact interaction in one dimension, since $\delta(x/g)=g\,\delta(x)$.

The numerical check printed below tests this without scaling any orbital by hand. It diagonalizes $v(x)=x^2/2+0.1x^4+0.3x$ and $g^2v(gx)$ with $g=1.5$ on the same grid and fills three orbitals doubly. The second density agrees with $g\,n(gx)$, $T_s$ goes from 6.22148 to 13.99833 Ha (ratio $2.25000=g^2$), and the contact exchange goes from $-2.36042$ to $-3.54063$ Ha (ratio $1.50000=g$).

### From the integral to the integrand

Assume locality:

$$F[n]=\int f(n(\mathbf r))\,d^dr ,$$

with $f$ continuous and $f(0)=0$. The last condition is needed because a finite system has $n\to0$ over an infinite volume. Demand $F[n_g]=g^kF[n]$ for every $g>0$ and every smooth density with $N$ electrons, where $k=2$ for $T_s$ and $k=p$ for $E_x$. Substituting $\mathbf u=g\mathbf r$,

$$F[n_g]=\int f\big(g^dn(g\mathbf r)\big)d^dr=g^{-d}\int f\big(g^dn(\mathbf u)\big)d^du .$$

At fixed $g$ the demand therefore reads

$$\int G(n(\mathbf r))\,d^dr=0,\qquad G(n)=g^{-d}f(g^dn)-g^kf(n).$$

For one density this says little, because positive and negative parts of $G$ can cancel. The condition holds for all densities, however, and some of them take almost only one value. Choose $a>0$ and a density equal to $a$ on a ball of volume $V_0$, falling smoothly to zero across a shell of volume $V_1$, and zero outside. Normalization reads $aV_0+\int_{\rm shell}n\,d^dr=N$, where the shell term lies between $0$ and $aV_1$, so $V_0\to N/a$ as $V_1\to0$. Since $G(0)=0$, the outside contributes nothing, and

$$0=V_0\,G(a)+\int_{\rm shell}G(n)\,d^dr,\qquad\Big|\int_{\rm shell}G(n)\,d^dr\Big|\le V_1\max_{0\le m\le a}|G(m)| .$$

The maximum is finite because $G$ is continuous. Letting $V_1\to0$ leaves $(N/a)\,G(a)=0$, so $G(a)=0$ for every $a$ and every $g$:

$$f(g^da)=g^{d+k}f(a).$$

Put $a=1$ and $\lambda=g^d$, so that $g^{d+k}=\lambda^{1+k/d}$. As $g$ runs over all positive numbers, so does $\lambda$, and

$$f(n)=C\,n^{1+k/d},\qquad C=f(1).$$

The flat-top limit was tested in $d=3$ on the trial $f=n\ln(1+n)$ with $g=2$, $k=2$, $a=1$, $N=2$ and a smooth Fermi-function edge. The limit is $(N/a)G(a)=2(\ln 9-4\ln2)=-1.15073$, which is not zero, so this $f$ is excluded. The integral differs from the limit by 0.08076 at edge width 0.01 bohr and by 0.00811 at 0.001 bohr, falling with the shell volume.

A single value of $g$ is not enough. Take $f=n^{5/3}\left[1+\tfrac12\cos(2\pi\ln n/\ln8)\right]$ in $d=3$. At $g=2$ the argument $n$ becomes $8n$, the phase advances by $2\pi$, and the $g^2$ law holds for every density. At $g=\sqrt2$ the phase advances by $\pi$ and the cosine changes sign. For the one-electron Gaussian density $n=\pi^{-3/2}e^{-r^2}$ ($r$ in bohr), $F[n_g]/(g^2F[n])$ comes out as 1.00000 at $g=2$ and 0.74389 at $g=\sqrt2$. The second value depends on the width: for $n=(2/\pi)^{3/2}e^{-2r^2}$ it is 1.34429, while the first stays 1.00000.

### The exponents

With $k=2$ the exponent is $1+2/d$, and with $k=p=1$ it is $1+1/d$.

| $d$ | $T_s$ | $E_x$ | interaction |
|---|---|---|---|
| 3 | $5/3$ | $4/3$ | $1/r$ |
| 2 | $2$ | $3/2$ | $1/r$ |
| 1 | $3$ | $2$ | $\delta(x)$ |

The physical content is that a local functional knows a single length at each point, the spacing $\ell=n^{-1/d}$. The kinetic energy per electron must go as $\ell^{-2}$ and the exchange energy per electron as $\ell^{-p}$, and one more factor of $n$ converts to energy per volume.

### The prefactors come from the uniform gas

If $F$ obeys the scaling law, so does any multiple of $F$, so scaling leaves $C$ free. It is fixed by asking that $f$ be exact for a uniform gas. Plane waves in a large periodic box have $1/(2\pi)^d$ states per spin per unit volume of real space and of $k$ space. Filling $k<k_F$, a region of size $4\pi k_F^3/3$, $\pi k_F^2$ or $2k_F$, with two spins gives

$$n=\frac{k_F^3}{3\pi^2},\qquad n=\frac{k_F^2}{2\pi},\qquad n=\frac{2k_F}{\pi}\qquad(d=3,2,1).$$

The mean of $k^2$ over the filled region is $\int_0^{k_F}k^{d+1}dk\big/\int_0^{k_F}k^{d-1}dk=k_F^2\,d/(d+2)$, so the kinetic energy per volume is $t=n\,k_F^2\,d/[2(d+2)]$. The factor $d/[2(d+2)]$ is $3/10$, $1/4$, $1/6$, and $k_F^2$ is $(3\pi^2n)^{2/3}$, $2\pi n$, $\pi^2n^2/4$. Hence

$$C_T=\frac{3}{10}(3\pi^2)^{2/3}=2.87123,\qquad \frac{\pi}{2}=1.57080,\qquad\frac{\pi^2}{24}=0.41123 .$$

For exchange, $\rho_\sigma$ depends only on the separation $r$ and equals $(2\pi)^{-d}\int_{k<k_F}e^{i\mathbf k\cdot\mathbf r}d^dk$, which is real. The factor $-\tfrac12$ times two equal spins gives the energy per volume $e_x=-\int\rho_\sigma(r)^2w(r)\,d^dr$. Let $x=k_Fr$.

In $d=3$ the angular integral of $e^{i\mathbf k\cdot\mathbf r}$ is $4\pi\sin(kr)/(kr)$, and an integration by parts gives

$$\rho_\sigma=\frac{1}{2\pi^2r}\int_0^{k_F}k\sin(kr)\,dk=\frac{\sin x-x\cos x}{2\pi^2r^3}=\frac{k_F^3}{2\pi^2}\frac{j_1(x)}{x},$$

with $j_1=\sin x/x^2-\cos x/x$. Using $4\pi r^2dr/r=4\pi x\,dx/k_F^2$,

$$e_x=-\frac{k_F^6}{4\pi^4}\,\frac{4\pi}{k_F^2}\int_0^\infty\frac{j_1^2}{x}dx=-\frac{k_F^4}{\pi^3}\int_0^\infty\frac{j_1^2}{x}dx .$$

With $j_0=\sin x/x$, direct differentiation gives $j_0'=\cos x/x-\sin x/x^2=-j_1$ and $j_1'=2\cos x/x^2-2\sin x/x^3+\sin x/x=j_0-2j_1/x$. Therefore $(j_0^2+j_1^2)'=-2j_0j_1+2j_1j_0-4j_1^2/x=-4j_1^2/x$. The sum $j_0^2+j_1^2$ falls from 1 at $x=0$ to 0 at infinity, so the integral is $1/4$ and

$$e_x=-\frac{k_F^4}{4\pi^3}=-\frac{(3\pi^2)^{4/3}}{4\pi^3}n^{4/3}=-\frac34\Big(\frac3\pi\Big)^{1/3}n^{4/3},\qquad C_x=-0.73856 .$$

In $d=2$ take $\mathbf r$ along the first axis. At $k_1=k_Ft$ the disc has chord length $2k_F\sqrt{1-t^2}$, so

$$\rho_\sigma=\frac{k_F^2}{2\pi^2}A(x),\qquad A(x)=\int_{-1}^{1}\sqrt{1-t^2}\,e^{ixt}dt .$$

Parseval's theorem gives $\int_{-\infty}^\infty A^2dx=2\pi\int_{-1}^1(1-t^2)\,dt=8\pi/3$, and $A$ is even, so the half-line gives $4\pi/3$. With $2\pi r\,dr/r=2\pi\,dx/k_F$,

$$e_x=-\frac{k_F^4}{4\pi^4}\,\frac{2\pi}{k_F}\,\frac{4\pi}{3}=-\frac{2k_F^3}{3\pi^2}=-\frac{2(2\pi)^{3/2}}{3\pi^2}n^{3/2}=-\frac43\sqrt{\frac2\pi}\;n^{3/2},\qquad C_x=-1.06385 .$$

In $d=1$ with $w=\delta(x-x')$ the definition gives, for any closed-shell determinant, $E_x=-\tfrac12\cdot2\int\rho_\sigma(x,x)^2dx=-\tfrac14\int n^2dx$, because $\rho_\sigma(x,x)=n/2$. The local form is exact here, with $C_x=-1/4$.

Explicit plane-wave sums at two fillings of a fixed box, and real-space quadrature of $e_x$ at densities 0.1 and 0.8 bohr$^{-d}$, were tested against all six exponents and all six constants, and they agree in every printed digit.

### Your infinity, and interactions that are not $1/r$

At short distance $\rho_\sigma\to n/2$, so $E_x$ for $w=r^{-p}$ contains $\int_0r^{d-1-p}dr$, which is finite only for $p<d$. The case $d=1$, $p=1$ diverges logarithmically, so the relation $E_x[n_g]=gE_x[n]$ is empty for $1/|x|$. A weaker power works: $|x|^{-1/2}$ has $p=1/2$ and exponent $1+p/d=3/2$, and quadrature gives 1.5000.

The softened interaction $w=(x^2+b^2)^{-1/2}$ cures the divergence but brings its own length $b$, so it is not homogeneous. In the uniform gas $\rho_\sigma=(2\pi)^{-1}\int_{-k_F}^{k_F}e^{ikr}dk=\sin(k_Fr)/(\pi r)=(n/2)\sin x/x$. Counting both signs of the separation and using $dr/\sqrt{r^2+b^2}=dx/\sqrt{x^2+\epsilon^2}$ with $\epsilon=k_Fb=\pi nb/2$,

$$e_x=-\frac{n^2}{2}L(\epsilon),\qquad L(\epsilon)=\int_0^\infty\frac{\sin^2x}{x^2}\frac{dx}{\sqrt{x^2+\epsilon^2}} .$$

For $\epsilon\ll1$ split the integral at $x_0$ with $\epsilon\ll x_0\ll1$. Below $x_0$, $\sin^2x/x^2\approx1$ and the integral is $\operatorname{arsinh}(x_0/\epsilon)\approx\ln(2x_0/\epsilon)$. Above $x_0$ the integrand does not depend on $\epsilon$ at leading order. So $L\approx\ln(1/\epsilon)+\text{const}$, and $e_x$ falls by $n^2/2$ per unit of $\ln(1/b)$ without limit. At $n=0.5$ per bohr, $e_x$ is $-1.00901$ and $-1.58466$ Ha/bohr for $b=10^{-3}$ and $10^{-5}$ bohr. The difference $-0.57565$ divided by $\ln100$ is $-0.12500$, equal to $-n^2/2$.

At fixed $b$, $\epsilon\propto n$, so the local exponent is $d\ln|e_x|/d\ln n=2+d\ln L/d\ln\epsilon$. For $\epsilon\ll1$, $dL/d\ln\epsilon\approx-1$ and the exponent is $2-1/L$ at leading order. For $\epsilon\gg1$ the square root is close to $\epsilon$ wherever $\sin^2x/x^2$ has its weight. Parseval's theorem on $\sin x/x=\tfrac12\int_{-1}^1e^{ixt}dt$ gives $\int_{-\infty}^\infty\sin^2x/x^2\,dx=2\pi\cdot\tfrac14\cdot2=\pi$, so $L\approx\pi/(2\epsilon)=1/(nb)$, $e_x\approx-n/(2b)$, and the exponent tends to 1. For $b=1$ bohr the computed exponents are 1.7722 at $n=0.02$ (where $L=4.384$ and $2-1/L=1.7719$), 1.2257 at $n=1$, and 1.0207 at $n=10$ per bohr. In the six-electron well above, this interaction gives an exchange ratio of 1.05178 at $g=1.5$ in place of 1.5.

The 2D entry $3/2$ is for electrons confined to a plane and repelling as $1/r$. The interaction $w=-\ln r$ (with $r$ in bohr) is not homogeneous: $w(s/g)=w(s)+\ln g$. Orthonormality gives $\iint|\rho_\sigma|^2=\sum_{ij}\delta_{ij}=N/2$ per spin, so $E_x[n_g]=E_x[n]-(N/2)\ln g$. Writing $N=\int n\,d^2r$, the flat-top argument applies to $G(n)=g^{-2}f(g^2n)-f(n)+(n/2)\ln g$. Setting $G(1)=0$ and $\lambda=g^2$, so that $\ln g=\tfrac12\ln\lambda$, gives $f(\lambda)=\lambda f(1)-\tfrac14\lambda\ln\lambda$, which is not a power. Between $n=0.1$ and $0.8$ bohr$^{-2}$ the predicted change of $e_x/n$ is $-\tfrac14\ln8=-0.51986$ Ha, and quadrature gives the same.

### What happens without locality, and for correlation

Once gradients are allowed, scaling no longer selects one form. Since $\nabla n_g=g^{d+1}(\nabla n)(g\mathbf r)$, the von Weizsäcker functional $\int|\nabla n|^2/(8n)\,d^dr$ picks up $g^{2d+2}g^{-d}g^{-d}=g^2$, the same as $T_s$. In $d=3$ the reduced gradient $s=|\nabla n|/(2k_Fn)$, with $k_F=(3\pi^2n)^{1/3}$, picks up $g^4/(g\cdot g^3)=1$, so $s_g(\mathbf r)=s(g\mathbf r)$. Then $\int n^{4/3}F_x(s)\,d^3r$ scales as $g$ for any function $F_x$, and PBE exchange has this form.

For correlation the first step of the proof fails. The interacting wavefunction minimizes $T+V_{ee}$ at given density. Scaling turns this into $g^2T+gV_{ee}$, which is not a common multiple of $T+V_{ee}$, so the scaled minimizer need not be the minimizer for $n_g$, and no fixed $k$ follows.

### Worked example: linear H$_4$

Take four hydrogen atoms in a line at a chosen spacing of 1.8 bohr, computed with Kohn–Sham LDA (Slater exchange and VWN correlation) in the cc-pVDZ basis, with total energy $-2.22431$ Ha. The kinetic and exchange energies of the Kohn–Sham orbitals stand for $T_s$ and $E_x$ of this density, up to the basis-set error. The digits are kept to show the ratios and do not imply that accuracy for the real molecule. Going to aug-cc-pVTZ lowers the total energy by 0.006 Ha, raises $T_s$ and the von Weizsäcker energy by 0.033 Ha each, raises $E_x$ by 0.004 Ha, lowers PBE exchange by 0.0007 Ha, moves $T_{\rm TF}/T_s$ from 0.860 to 0.850 and $E_x^{\rm Dirac}/E_x$ from 0.891 to 0.892, and changes the VWN values of $k$ by less than 0.001. The density is scaled by dividing the positions by $g$ and multiplying the Gaussian exponents by $g^2$ at fixed orbital coefficients, and all integrals and grids are then rebuilt. This builds in the orbital scaling, so the example tests the powers of $g$, while the claim about the minimizer was tested by the 1D diagonalization. Define $k=\ln(F[n_g]/F[n])/\ln g$. For $\int n^a\,d^3r$ the substitution above gives $g^{3a}g^{-3}$, so $k=3(a-1)$.

| $F$ | $g=0.5$ | $g=1$ | $g=2$ | $k$ |
|---|---|---|---|---|
| $T_s$ | 0.50263 | 2.01053 | 8.04214 | 2 |
| $E_x$ | −0.60217 | −1.20435 | −2.40870 | 1 |
| $\int n^{4/3}$ | 0.72620 | 1.45239 | 2.90479 | 1 |
| $\int n^{5/3}$ | 0.15049 | 0.60197 | 2.40787 | 2 |
| $\int n^{2}$ | 0.03378 | 0.27028 | 2.16220 | 3 |

Energies are in Ha and the other rows in atomic units. From $g=1$ to $g=2$, $T_s$ grows by $8.04214/2.01053=4.000$, matched by $\int n^{5/3}$ with $2.40787/0.60197=4.000$. $E_x$ grows by $2.40870/1.20435=2.000$, matched by $\int n^{4/3}$ with $2.90479/1.45239=2.000$. The trial $\int n^2$ grows by $2.16220/0.27028=8.000$. A kinetic functional $C\int n^2$ fitted to $T_s$ at $g=1$ would therefore be twice $T_s$ at $g=2$ and half of it at $g=0.5$.

With the uniform-gas constants at $g=1$,

$$T_{\rm TF}=2.87123\times0.60197=1.72839\ \text{Ha},\qquad E_x^{\rm Dirac}=-0.73856\times1.45239=-1.07268\ \text{Ha}.$$

In electronvolts, $T_{\rm TF}$ is 47.03 against $T_s=54.71$, and $E_x^{\rm Dirac}$ is $-29.19$ against $E_x=-32.77$. The ratios are $1.72839/2.01053=0.85967$ and $1.07268/1.20435=0.89067$. In this basis the local forms thus fall short by 14% of $T_s$ and by 11% of $|E_x|$. Both ratios are the same at $g=0.5$, 1 and 2, because numerator and denominator carry the same power of $g$. The right exponent makes the relative error independent of the size of the density, but it does not fix the value of that error. In the 1D well, a different system in a different dimension, the kinetic error has the other sign: $(\pi^2/24)\int n^3dx=6.46878$ Ha lies 4% above $T_s=6.22148$ Ha.

The gradient functionals pass the same test with different values. The von Weizsäcker energy is 1.76775 Ha at $g=1$ with $k=2.0000$, and PBE exchange is $-1.21003$ Ha with $k=1.0000$. VWN correlation is local but has no fixed $k$. Its values are $-0.13385$, $-0.18642$ and $-0.24766$ Ha at $g=0.5$, 1 and 2, so $k=\ln(0.24766/0.18642)/\ln2=0.4098$ on compression and $k=0.4780$ on expansion. A pure power $n^a$ gives the same $k=3(a-1)$ at every $g$, so these two unequal values show that the VWN integrand is not a pure power.

## Computed results

```
gas Ts d=3: exponent 1.66667, C sum 2.87123, C_T 2.87123 a.u.
gas Ts d=2: exponent 2.00000, C sum 1.57080, C_T 1.57080 a.u.
gas Ts d=1: exponent 3.00000, C sum 0.41123, C_T 0.41123 a.u.
int j1^2/x = 0.250000, int J1^2/x^2 = 0.424413, 4/(3pi) = 0.424413
gas densities 0.1, 0.8 bohr^-d; 1D delta as Gaussian, width 0.001 bohr
gas Ex d=3: exponent 1.33333, C quad -0.73856, C_X -0.73856 a.u.
gas Ex d=2: exponent 1.50000, C quad -1.06385, C_X -1.06385 a.u.
gas Ex d=1: exponent 2.00000, C quad -0.25000, C_X -0.25000 a.u.
1D w=|x|^-1/2: exponent 1.5000
1D soft, n=0.5/bohr, b=1e-1,1e-3,1e-5 bohr: e_x -0.43382 -1.00901 -1.58466 Ha/bohr
  slope per ln(1/b) -0.12500, -n^2/2 = -0.12500 Ha/bohr
1D soft b=1 bohr: exponent 1.7722 at n=0.02 (L=4.3839, 2-1/L=1.7719)
  exponent 1.2257 at n=1.0, 1.0207 at n=10.0 /bohr
2D -ln r: change of e_x/n -0.51986, -(1/4)ln(nb/na) -0.51986 Ha
flat top f=n ln(1+n), g=2, k=2, a=1, N=2: limit (N/a)G(a) -1.15073 a.u.
  error 0.08076 at edge 0.01 bohr, 0.00811 at edge 0.001 bohr
log-periodic F[n_g]/(g^2 F[n]): 1.00000 at g=2, 0.74389 at g=sqrt2
1D v=x^2/2+0.1x^4+0.3x, N=6, g=1.5
  Ts: 6.22148 -> 13.99833 Ha, ratio 2.25000
  local n^3: 6.46878 -> 14.55476 Ha, ratio 2.25000
  Ex delta: -2.36042 -> -3.54063 Ha, ratio 1.50000
  Ex soft b=1: -2.64729 -> -2.78436 Ha, ratio 1.05178
H4 spacing 1.8 bohr, LDA(VWN)/cc-pVDZ, E = -2.22431 Ha
values at g=0.5, 1, 2 (energies Ha, int n^a a.u.); k at g=0.5, 2
  Ts: 0.50263 2.01053 8.04214; k 2.0000 2.0000
  Ex: -0.60217 -1.20435 -2.40870; k 1.0000 1.0000
  int n: 4.00000 4.00000 4.00000; k 0.0000 -0.0000
  int n^4/3: 0.72620 1.45239 2.90479; k 1.0000 1.0000
  int n^5/3: 0.15049 0.60197 2.40787; k 2.0000 2.0000
  int n^2: 0.03378 0.27028 2.16220; k 3.0000 3.0000
  T vW: 0.44194 1.76775 7.07101; k 2.0000 2.0000
  Ex PBE: -0.60502 -1.21003 -2.42007; k 1.0000 1.0000
  Ec VWN: -0.13385 -0.18642 -0.24766; k 0.4780 0.4098
g=0.5: T_TF 0.43210 Ha, Ex_Dirac -0.53634 Ha
g=1.0: T_TF 1.72839 Ha, Ex_Dirac -1.07268 Ha
g=2.0: T_TF 6.91356 Ha, Ex_Dirac -2.14536 Ha
T_TF/Ts at g=0.5,1,2: 0.85967 0.85967 0.85967
Ex_Dirac/Ex at g=0.5,1,2: 0.89067 0.89067 0.89067
g=1: Ts 54.709 eV, T_TF 47.032 eV
g=1: Ex -32.772 eV, Ex_Dirac -29.189 eV
```
